# Intervalley transfer time from steady-state circular polarisation: a numerical check

```python
# Result under test: for two valleys with equal exciton lifetime tau and equal
# one-way transfer time tv, steady circular polarisation is
#     P = P0 / (1 + 2 tau / tv),   hence   tv = 2 tau P / (P0 - P).
# P0: polarisation at creation; P: (N_K - N_K') / (N_K + N_K').
# Times are in ps, densities in cm^-2, generation in cm^-2 ps^-1.
# The data P = 0.5, P0 = 1, tau = 5 ps should give tv = 10 ps.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, fsolve


def loss_matrix(tau, k_out, k_back):
    """Rates of loss and exchange: dN/dt = source - matrix @ N."""
    return np.array([[1 / tau + k_out, -k_back],
                     [-k_out, 1 / tau + k_back]])


def source(total_rate, p0):
    return total_rate * np.array([1 + p0, 1 - p0]) / 2


def polarisation(n):
    return (n[0] - n[1]) / (n[0] + n[1])


def steady(tau, tv, p0, total_rate=1.0):
    return np.linalg.solve(loss_matrix(tau, 1 / tv, 1 / tv),
                           source(total_rate, p0))


def infer_numerically(p, p0, tau):
    """Search for the transfer time whose steady state has polarisation p."""
    return brentq(lambda tv: polarisation(steady(tau, tv, p0)) - p,
                  1e-3, 1e5, xtol=1e-11, rtol=1e-13)


def infer_formula(p, p0, tau):
    return 2 * tau * p / (p0 - p)


P_obs, P_init, tau = 0.5, 1.0, 5.0
G = 1.0e9
temperature = 10.0

# Inference from numerically solved balances against the closed formula
tv = infer_numerically(P_obs, P_init, tau)
assert abs(tv - 10.0) < 1e-7
for p, p0, life in [(0.5, 1.0, 5.0), (0.3, 0.8, 2.0), (0.7, 0.95, 40.0)]:
    assert np.isclose(infer_numerically(p, p0, life),
                      infer_formula(p, p0, life), rtol=1e-8)

# Uniqueness: polarisation rises with transfer time
scan = [polarisation(steady(tau, t, P_init)) for t in np.logspace(-2, 4, 100)]
assert np.all(np.diff(scan) > 0)

# Approach to the steady state from an empty layer, by time integration
M = loss_matrix(tau, 1 / tv, 1 / tv)
run = solve_ivp(lambda t, n: source(1.0, P_init) - M @ n, (0, 150),
                [0.0, 0.0], rtol=1e-10, atol=1e-12)
P_run = polarisation(run.y[:, -1])
assert abs(P_run - P_obs) < 1e-7
assert abs(run.y[:, -1].sum() - tau) < 1e-6
N = steady(tau, tv, P_init, G)
assert np.isclose(N[0] / N[1], 3.0, rtol=1e-7)

# Short pulse: polarisation decay and time-integrated emission
start = np.array([1.0, 0.0])
for t in (1.0, 5.0, 12.0):
    assert np.isclose(polarisation(expm(-M * t) @ start),
                      np.exp(-2 * t / tv), rtol=1e-9)
P_at_5 = polarisation(expm(-M * 5.0) @ start)
emitted = [quad(lambda t: (expm(-M * t) @ start)[i], 0, 150,
                epsabs=1e-10, limit=200)[0] for i in (0, 1)]
P_pulse = polarisation(emitted)
assert abs(P_pulse - P_obs) < 1e-7

# Single excitons: random waiting times for loss and for transfer compete
rng = np.random.default_rng(12345)
n_exc = 400000
valley = np.ones(n_exc)
transfers = np.zeros(n_exc, dtype=int)
alive = np.arange(n_exc)
while alive.size:
    wait_loss = rng.exponential(tau, alive.size)
    wait_transfer = rng.exponential(tv, alive.size)
    alive = alive[wait_transfer < wait_loss]
    valley[alive] *= -1
    transfers[alive] += 1
P_random = valley.mean()
P_error = valley.std() / np.sqrt(n_exc)
moved = np.mean(transfers > 0)
q = tau / (tau + tv)
assert abs(P_random - P_obs) < 5 * P_error
assert abs(moved - q) < 5 * np.sqrt(q * (1 - q) / n_exc)
assert abs(P_random - (1 - q) / (1 + q)) < 5 * P_error

# Misreading: the given 5 ps taken as total time for leaving valley K
T_leave = 5.0
tv_misread = brentq(lambda t: polarisation(
    steady(1 / (1 / T_leave - 1 / t), t, 1.0)) - P_obs, 5.001, 1e4)
assert np.isclose(tv_misread, T_leave * (1 + P_obs) / (1 - P_obs), rtol=1e-7)

# Relative sensitivities by central differences of the numerical inference
h = 1e-4


def log_slope(position):
    args = [P_obs, P_init, tau]
    up, down = args.copy(), args.copy()
    up[position] *= 1 + h
    down[position] *= 1 - h
    return (np.log(infer_numerically(*up) / infer_numerically(*down))
            / np.log((1 + h) / (1 - h)))


slope_P, slope_P0, slope_tau = (log_slope(i) for i in range(3))
factor = P_init / (P_init - P_obs)
assert np.allclose([slope_P, slope_P0, slope_tau], [factor, -factor, 1],
                   atol=1e-5)

# Neglected effect: imperfect initial polarisation
P0_low = 0.9
tv_low = infer_numerically(P_obs, P0_low, tau)

# Neglected effect: annihilation, total loss kA * (N_K + N_K')^2
kA_cm2_s = 0.1
kA = kA_cm2_s * 1e-12


def balance_with_annihilation(x):
    n = x * 1e9
    return (source(G, P_init) - M @ n - kA * n.sum() * n) / 1e9


N_ann = fsolve(balance_with_annihilation, N / 1e9, xtol=1e-12) * 1e9
P_ann = polarisation(N_ann)
total = (-1 / tau + np.sqrt(1 / tau**2 + 4 * kA * G)) / (2 * kA)
tau_eff = 1 / (1 / tau + kA * total)
assert abs(P_ann - 1 / (1 + 2 * tau_eff / tv)) < 1e-8
tv_ann = infer_numerically(P_ann, P_init, tau)

# Neglected effect: crowding, area fraction covered by excitons
radius_nm = 1.0
covered = np.pi * (radius_nm * 1e-7)**2 * N.sum()

# Neglected effect: magnetic field, detailed balance, fixed sum of rates
g_size = 4.0
mu_B = const.physical_constants["Bohr magneton"][0]
kT = const.k * temperature


def field_polarisation(field, pumped_upper):
    x = g_size * mu_B * field / kT * (1 if pumped_upper else -1)
    k_out = (2 / tv) / (1 + np.exp(-x))
    k_back = (2 / tv) / (1 + np.exp(x))
    p = polarisation(np.linalg.solve(loss_matrix(tau, k_out, k_back),
                                     source(1.0, 1.0)))
    closed = (1 / tau - k_out + k_back) / (1 / tau + k_out + k_back)
    assert abs(p - closed) < 1e-12
    return p


P_upper = field_polarisation(1.0, True)
P_lower = field_polarisation(1.0, False)
P_milli = field_polarisation(1e-3, True)
assert P_upper < P_obs < P_lower
assert abs((P_upper + P_lower) / 2 - P_obs) < 1e-8
split_meV = g_size * mu_B * 1.0 / const.e * 1e3

print(f"steady polarisation (input): {P_obs:.2f}")
print(f"initial polarisation (input): {P_init:.2f}")
print(f"exciton lifetime (input): {tau:.1f} ps")
print(f"generation rate (input): {G:.1e} cm^-2 ps^-1")
print(f"temperature (input): {temperature:.0f} K")
print(f"one-way transfer time: {tv:.4f} ps")
print(f"one-way transfer rate: {1 / tv:.4f} ps^-1")
print(f"polarisation relaxation time: {tv / 2:.4f} ps")
print(f"transfer time in atomic units: "
      f"{tv * 1e-12 / const.physical_constants['atomic unit of time'][0]:.4e}")
print(f"steady density in K: {N[0]:.3e} cm^-2")
print(f"steady density in K': {N[1]:.3e} cm^-2")
print(f"total steady density: {N.sum():.3e} cm^-2")
print(f"density ratio K to K': {N[0] / N[1]:.4f}")
print(f"polarisation from time integration: {P_run:.6f}")
print(f"pulse: polarisation after 5 ps: {P_at_5:.4f}")
print(f"pulse: time-integrated polarisation: {P_pulse:.6f}")
print(f"random excitons: number: {n_exc}")
print(f"random excitons: polarisation: {P_random:.4f}")
print(f"random excitons: standard error: {P_error:.4f}")
print(f"random excitons: fraction ever transferred: {moved:.4f}")
print(f"predicted fraction ever transferred: {q:.4f}")
print(f"misread lifetime: transfer time: {tv_misread:.4f} ps")
print(f"relative sensitivity to P: {slope_P:.3f}")
print(f"relative sensitivity to P0: {slope_P0:.3f}")
print(f"relative sensitivity to lifetime: {slope_tau:.3f}")
print(f"lower initial polarisation (input): {P0_low:.2f}")
print(f"transfer time for that value: {tv_low:.3f} ps")
print(f"annihilation coefficient (rough input): {kA_cm2_s:.1f} cm2/s")
print(f"annihilation rate per exciton: {kA * N_ann.sum():.2e} ps^-1")
print(f"polarisation with annihilation: {P_ann:.5f}")
print(f"transfer time inferred if ignored: {tv_ann:.3f} ps")
print(f"exciton radius (rough input): {radius_nm:.1f} nm")
print(f"area fraction covered: {covered:.2e}")
print(f"size of g-factor (rough input): {g_size:.1f}")
print(f"valley splitting at 1 T: {split_meV:.4f} meV")
print(f"thermal energy: {kT / const.e * 1e3:.4f} meV")
print(f"polarisation at 1 T, upper valley pumped: {P_upper:.4f}")
print(f"polarisation at 1 T, lower valley pumped: {P_lower:.4f}")
print(f"inferred time if field ignored, upper: "
      f"{infer_numerically(P_upper, 1.0, tau):.3f} ps")
print(f"inferred time if field ignored, lower: "
      f"{infer_numerically(P_lower, 1.0, tau):.3f} ps")
print(f"polarisation change at 1 mT, upper: {P_milli - P_obs:.2e}")
print("no test failed")
```

Running it gives:

```
steady polarisation (input): 0.50
initial polarisation (input): 1.00
exciton lifetime (input): 5.0 ps
generation rate (input): 1.0e+09 cm^-2 ps^-1
temperature (input): 10 K
one-way transfer time: 10.0000 ps
one-way transfer rate: 0.1000 ps^-1
polarisation relaxation time: 5.0000 ps
transfer time in atomic units: 4.1341e+05
steady density in K: 3.750e+09 cm^-2
steady density in K': 1.250e+09 cm^-2
total steady density: 5.000e+09 cm^-2
density ratio K to K': 3.0000
polarisation from time integration: 0.500000
pulse: polarisation after 5 ps: 0.3679
pulse: time-integrated polarisation: 0.500000
random excitons: number: 400000
random excitons: polarisation: 0.4990
random excitons: standard error: 0.0014
random excitons: fraction ever transferred: 0.3334
predicted fraction ever transferred: 0.3333
misread lifetime: transfer time: 15.0000 ps
relative sensitivity to P: 2.000
relative sensitivity to P0: -2.000
relative sensitivity to lifetime: 1.000
lower initial polarisation (input): 0.90
transfer time for that value: 12.500 ps
annihilation coefficient (rough input): 0.1 cm2/s
annihilation rate per exciton: 4.99e-04 ps^-1
polarisation with annihilation: 0.50062
transfer time inferred if ignored: 10.025 ps
exciton radius (rough input): 1.0 nm
area fraction covered: 1.57e-04
size of g-factor (rough input): 4.0
valley splitting at 1 T: 0.2315 meV
thermal energy: 0.8617 meV
polarisation at 1 T, upper valley pumped: 0.4332
polarisation at 1 T, lower valley pumped: 0.5668
inferred time if field ignored, upper: 7.644 ps
inferred time if field ignored, lower: 13.082 ps
polarisation change at 1 mT, upper: -6.72e-05
no test failed
```
